# Fractional-Spin Hydrogen: the Hartree-Fock Error J/4 and Hybrid Functionals: a numerical check

```python
"""Fractional-spin hydrogen atom: Hartree-Fock and hybrid functionals.

Result under test: with spin densities |phi|^2/2 each (phi = hydrogen 1s),
the exact energy is -1/2 hartree, while spin-diagonal Hartree-Fock at fixed
phi is too high by J/4, where J = (phi phi|phi phi) = 5/8 hartree.
For a hybrid with exchange fraction a, the static correlation error is
  S(a) = E_a[half,half] - E_a[one,zero]
       = a J/4 + (1-a)(X_h - X_1) + C_h - C_1,
X, C = semilocal exchange and correlation energies, h = half-half spins,
1 = fully polarized. D(a) = E_a[half,half] + 1/2 is the total error.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, dft

EV = physical_constants["Hartree energy in eV"][0]


# ---------- radial quadrature with the true 1s orbital ----------
def radial_density(r, zeta=1.0):
    return 4 * zeta**3 * r**2 * np.exp(-2 * zeta * r)


def coulomb_potential(r, zeta=1.0):
    inside = quad(radial_density, 0, r, args=(zeta,))[0]
    outside = quad(lambda t: radial_density(t, zeta) / t, r, r + 40)[0]
    return inside / r + outside


def coulomb_integral(zeta=1.0):
    return quad(lambda r: radial_density(r, zeta)
                * coulomb_potential(r, zeta), 0, 30, epsabs=1e-9)[0]


J = coulomb_integral()
assert abs(J - 5 / 8) < 1e-7
for radius in (0.3, 1.3, 4.0):
    formula = 1 / radius - np.exp(-2 * radius) * (1 + 1 / radius)
    assert abs(coulomb_potential(radius) - formula) < 1e-8


def scaled_energy(zeta):
    """Half-half Hartree-Fock energy of a 1s orbital with exponent zeta."""
    kinetic = quad(lambda r: 2 * zeta**3 * (1 - zeta * r)**2
                   * np.exp(-2 * zeta * r), 0, 40)[0]
    nuclear = -quad(lambda r: radial_density(r, zeta) / r, 0, 40)[0]
    return kinetic + nuclear + coulomb_integral(zeta) / 4


best = minimize_scalar(scaled_energy, bounds=(0.6, 1.1), method="bounded",
                       options={"xatol": 1e-6})
assert abs(best.x - 27 / 32) < 1e-4
assert abs(best.fun + (27 / 32)**2 / 2) < 1e-7

# ---------- hydrogen atom in an even-tempered Gaussian s basis ----------
exponents = [0.03 * 2.2**k for k in range(16)]
atom = gto.M(atom="H 0 0 0", basis={"H": [[0, [x, 1.0]] for x in exponents]},
             spin=1, verbose=0)
uhf = scf.UHF(atom)
core, overlap = uhf.get_hcore(), uhf.get_ovlp()
repulsion = atom.intor("int2e")
levels, orbitals = eigh(core, overlap)
E_H = levels[0]
assert abs(E_H + 0.5) < 1e-5
phi = orbitals[:, 0]
P = np.outer(phi, phi)


def independent_filling_energy(f, g):
    """Trace of the one-orbital Fock-space Hamiltonian, independent spins."""
    weights = np.kron([1 - f, f], [1 - g, g])
    return weights @ np.array([0.0, -0.5, -0.5, -1.0 + J])


split_errors = {}
for f in (0.0, 0.1, 0.25, 0.5):
    energy = uhf.energy_tot(dm=np.array([f * P, (1 - f) * P]))
    split_errors[f] = energy - E_H
    assert abs(split_errors[f] - f * (1 - f) * 5 / 8) < 2e-5
    assert abs(energy - independent_filling_energy(f, 1 - f)) < 2e-5
# occupations that do not add to one
energy = uhf.energy_tot(dm=np.array([0.8 * P, 0.6 * P]))
assert abs(energy - independent_filling_energy(0.8, 0.6)) < 2e-5

# sideways spin: same up and down densities plus off-diagonal spin blocks
sideways = np.kron(np.full((2, 2), 0.5), P)
E_sideways = scf.GHF(atom).energy_tot(dm=sideways)
assert abs(E_sideways - E_H) < 1e-8


# ---------- full two-electron solution for opposite spins ----------
def two_electron_ground_energy(h_ao, s_ao, eri_ao):
    c = eigh(h_ao, s_ao)[1]
    n = c.shape[1]
    h = c.T @ h_ao @ c
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, c, c, c, c,
                    optimize=True)
    one = np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
    two = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    return np.linalg.eigvalsh(one + two)[0]


E_anion = two_electron_ground_energy(core, overlap, repulsion)
assert E_anion > -1.0
# mixing in zero- and two-electron states at mean number one costs energy
for p in (0.05, 0.25, 0.5):
    assert (1 - 2 * p) * E_H + p * E_anion > E_H

# ---------- stretched H2, one fixed 1s function on each atom ----------
contraction = [0] + [[atom.bas_exp(i)[0], phi[i]] for i in range(atom.nbas)]
h2_errors = {}
for R in (20.0, 100.0):
    h2 = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
               basis={"H": [contraction]}, verbose=0)
    rhf = scf.RHF(h2)
    s = rhf.get_ovlp()
    sigma_g = np.ones(2) / np.sqrt(s.sum())
    closed = rhf.energy_tot(dm=2 * np.outer(sigma_g, sigma_g))
    full = two_electron_ground_energy(rhf.get_hcore(), s,
                                      h2.intor("int2e")) + h2.energy_nuc()
    h2_errors[R] = (closed / 2 - E_H, full / 2 - E_H)
    assert abs(h2_errors[R][0] - (5 / 32 - 1 / (4 * R))) < 2e-5
    assert abs(h2_errors[R][1]) < 1e-6

# ---------- common orbital relaxed for half-half occupation ----------
relaxed = P.copy()
for _ in range(80):
    mean_field = np.einsum("pqrs,rs->pq", repulsion, relaxed)
    vector = eigh(core + mean_field / 2, overlap)[1][:, 0]
    relaxed = np.outer(vector, vector)
mean_field = np.einsum("pqrs,rs->pq", repulsion, relaxed)
E_relaxed = np.sum(core * relaxed) + np.sum(mean_field * relaxed) / 4
assert E_H < E_relaxed < best.fun < E_H + J / 4


# ---------- semilocal exchange by radial quadrature ----------
def spin_exchange(name, f):
    """Exchange energy of one spin density f*|phi|^2."""
    A = 1.5 * (3 / (4 * np.pi))**(1 / 3)

    def integrand(r):
        rho = f * np.exp(-2 * r) / np.pi
        x = 2 * rho / rho**(4 / 3)
        if name == "LDA":
            factor = A
        elif name == "PBE":
            s2 = (x / (2 * (6 * np.pi**2)**(1 / 3)))**2
            kappa, mu = 0.804, 0.2195149727645171
            factor = A * (1 + kappa - kappa / (1 + mu * s2 / kappa))
        else:
            beta = 0.0042
            factor = A + beta * x**2 / (1 + 6 * beta * x * np.arcsinh(x))
        return -4 * np.pi * r**2 * rho**(4 / 3) * factor
    return quad(integrand, 0, 40, epsabs=1e-10, limit=200)[0]


closed_form = -(81 / 256) * (3 / np.pi**2)**(1 / 3)
assert abs(2 * spin_exchange("LDA", 0.5) - closed_form) < 1e-8

# ---------- hybrid energies from the molecular program ----------
uks = dft.UKS(atom)
uks.grids.level = 5
half_half = np.array([0.5 * P, 0.5 * P])
polarized = np.array([P, 0 * P])


def ks_energy(xc, dm):
    uks.xc = xc
    return uks.energy_tot(dm=dm, vhf=uks.get_veff(atom, dm))


fractions = (0.0, 0.25, 0.5, 1.0)
table = {}
for x_name, c_name in (("LDA", "VWN"), ("PBE", "PBE"), ("B88", "LYP")):
    X_h = 2 * spin_exchange(x_name, 0.5)
    X_1 = spin_exchange(x_name, 1.0)
    C_h, C_1 = [ks_energy(f"{x_name},{c_name}", dm)
                - ks_energy(f"{x_name},", dm) for dm in (half_half, polarized)]
    S, D = [], []
    for a in fractions:
        xc = f"{a:.2f}*HF + {1 - a:.2f}*{x_name}, {c_name}"
        e_half, e_one = ks_energy(xc, half_half), ks_energy(xc, polarized)
        S.append(e_half - e_one)
        D.append(e_half + 0.5)
        predicted_S = a * J / 4 + (1 - a) * (X_h - X_1) + C_h - C_1
        predicted_D = J / 2 - a * J / 4 + (1 - a) * X_h + C_h
        # Gaussians lack the cusp and exact tail, hence the tolerance
        assert abs(S[-1] - predicted_S) < 3e-4
        assert abs(D[-1] - predicted_D) < 3e-4
    assert X_h - X_1 < J / 4 and X_h < -J / 4
    assert S[0] > 0 and np.all(np.diff(S) > 0) and np.all(np.diff(D) > 0)
    table[x_name + "+" + c_name] = (X_h, X_1, C_h, C_1, S, D)

# ---------- output ----------
print(f"J by quadrature = {J:.6f} hartree")
print(f"J/4 = {J/4:.6f} hartree = {J/4*EV:.4f} eV")
print(f"Hartree energy J/2 = {J/2:.6f} hartree")
print(f"H atom energy in Gaussian basis = {E_H:.7f} hartree")
for f, err in split_errors.items():
    print(f"HF error, up occupation {f:.2f}: {err:.5f} hartree")
print(f"sideways-spin HF energy = {E_sideways:.6f} hartree")
print(f"two-electron H- energy, s basis = {E_anion:.5f} hartree")
for R, (closed_err, full_err) in h2_errors.items():
    print(f"H2 R={R:.0f} bohr, closed-shell error/atom = "
          f"{closed_err:.5f} hartree")
    print(f"H2 R={R:.0f} bohr, full solution error/atom = "
          f"{abs(full_err):.5f} hartree")
print(f"best scaled-1s exponent = {best.x:.5f} 1/bohr")
print(f"scaled-1s energy = {best.fun:.5f} hartree")
print(f"scaled-1s error = {best.fun+0.5:.5f} hartree")
print(f"fully relaxed energy = {E_relaxed:.5f} hartree")
print(f"fully relaxed error = {E_relaxed-E_H:.5f} hartree")
print(f"LDA exchange loss, 1-2^(-1/3) = {1-2**(-1/3):.4f} (no unit)")
print("exchange fractions a:", *[f"{a:.2f}" for a in fractions])
for name, (X_h, X_1, C_h, C_1, S, D) in table.items():
    print(f"{name}: X_h = {X_h:.4f}, X_1 = {X_1:.4f} hartree")
    print(f"{name}: X_h - X_1 = {X_h-X_1:.4f} hartree")
    print(f"{name}: C_h = {C_h:.4f}, C_1 = {C_1:.4f} hartree")
    print(f"{name}: slope of S = {J/4-(X_h-X_1):.4f} hartree")
    print(f"{name}: slope of D = {-J/4-X_h:.4f} hartree")
    print(f"{name}: S(a) =", *[f"{v:.4f}" for v in S], "hartree")
    print(f"{name}: D(a) =", *[f"{v:.4f}" for v in D], "hartree")
print("all tests passed")
```

Printed output:

```
J by quadrature = 0.625000 hartree
J/4 = 0.156250 hartree = 4.2518 eV
Hartree energy J/2 = 0.312500 hartree
H atom energy in Gaussian basis = -0.4999999 hartree
HF error, up occupation 0.00: 0.00000 hartree
HF error, up occupation 0.10: 0.05625 hartree
HF error, up occupation 0.25: 0.11719 hartree
HF error, up occupation 0.50: 0.15625 hartree
sideways-spin HF energy = -0.500000 hartree
two-electron H- energy, s basis = -0.51266 hartree
H2 R=20 bohr, closed-shell error/atom = 0.14375 hartree
H2 R=20 bohr, full solution error/atom = 0.00000 hartree
H2 R=100 bohr, closed-shell error/atom = 0.15375 hartree
H2 R=100 bohr, full solution error/atom = 0.00000 hartree
best scaled-1s exponent = 0.84375 1/bohr
scaled-1s energy = -0.35596 hartree
scaled-1s error = 0.14404 hartree
fully relaxed energy = -0.35771 hartree
fully relaxed error = 0.14229 hartree
LDA exchange loss, 1-2^(-1/3) = 0.2063 (no unit)
exchange fractions a: 0.00 0.25 0.50 1.00
LDA+VWN: X_h = -0.2127, X_1 = -0.2680 hartree
LDA+VWN: X_h - X_1 = 0.0553 hartree
LDA+VWN: C_h = -0.0414, C_1 = -0.0221 hartree
LDA+VWN: slope of S = 0.1010 hartree
LDA+VWN: slope of D = 0.0565 hartree
LDA+VWN: S(a) = 0.0360 0.0613 0.0865 0.1370 hartree
LDA+VWN: D(a) = 0.0583 0.0725 0.0866 0.1148 hartree
PBE+PBE: X_h = -0.2540, X_1 = -0.3059 hartree
PBE+PBE: X_h - X_1 = 0.0519 hartree
PBE+PBE: C_h = -0.0149, C_1 = -0.0060 hartree
PBE+PBE: slope of S = 0.1043 hartree
PBE+PBE: slope of D = 0.0977 hartree
PBE+PBE: S(a) = 0.0430 0.0691 0.0952 0.1473 hartree
PBE+PBE: D(a) = 0.0436 0.0680 0.0925 0.1413 hartree
B88+LYP: X_h = -0.2588, X_1 = -0.3098 hartree
B88+LYP: X_h - X_1 = 0.0509 hartree
B88+LYP: C_h = -0.0136, C_1 = -0.0000 hartree
B88+LYP: slope of S = 0.1053 hartree
B88+LYP: slope of D = 0.1026 hartree
B88+LYP: S(a) = 0.0373 0.0637 0.0900 0.1426 hartree
B88+LYP: D(a) = 0.0401 0.0657 0.0914 0.1426 hartree
all tests passed
```
